\section*{Image-potential levels outside a metal with a hard wall}

\section{The problem}

An electron of charge $-e$ and mass $m$ is in vacuum at height $z>0$ above a flat, earthed metal that fills $z<0$. The metal attracts the electron, and an energy gap in the metal can prevent the electron from entering.

Treat the metal first as a perfect conductor that responds instantly, and the gap as an infinite wall at the surface, so that the wave function obeys $\psi(0)=0$. Energies are measured from the vacuum level far from the metal, with no applied field.

\begin{enumerate}
\item Find the potential energy $V(z)$.
\item Estimate the binding energy and the size of the lowest state by scaling.
\item Find all bound energies of the motion normal to the surface, and the mean distance in each state.
\item Compare the estimate with the solution. Then determine how finite screening, a softer wall and an applied field move the levels, and whether such levels survive in a metal--semiconductor contact.
\end{enumerate}

\section{The potential energy}

For a charge $q$ at height $d$, the potential above the metal is that of $q$ and an image charge $-q$ at $z=-d$. This sum vanishes on the plane $z=0$, as an earthed conductor requires. The normal field there gives the real surface charge
\begin{equation}
\sigma(\rho)=-\frac{q\,d}{2\pi(\rho^2+d^2)^{3/2}},
\end{equation}
where $\rho$ is the distance along the surface from the foot of the normal.

The charge and its image are $2z$ apart when the electron is at height $z$. The attractive force therefore has magnitude $e^2/[4\pi\varepsilon_0(2z)^2]$. The potential energy is minus the work needed to carry the electron to infinity:
\begin{equation}
V(z)=-\int_z^\infty\frac{e^2}{16\pi\varepsilon_0 s^2}\,ds=-\frac{A}{z},
\qquad A=\frac{e^2}{16\pi\varepsilon_0}=0.360\ \text{eV nm}.
\end{equation}
This is half the energy of two real charges $2z$ apart, because the image moves as the electron moves and no separate work is done on it.

\section{A first estimate by scaling}

Write $C=\hbar^2/2m=0.0381$ eV nm$^2$. An electron confined to a length $L$ has momentum of order $\hbar/L$ and distance of order $L$. With both unknown numerical factors set to one,
\begin{equation}
E(L)\simeq\frac{C}{L^2}-\frac{A}{L}.
\label{scale}
\end{equation}
The minimum follows from $-2C/L^3+A/L^2=0$:
\begin{equation}
L=\frac{2C}{A}\simeq0.21\ \text{nm},\qquad
E\simeq\frac{A^2}{4C}-\frac{A^2}{2C}=-\frac{A^2}{4C}\simeq-0.85\ \text{eV}.
\end{equation}
Scaling fixes the combination $A^2/C$, but not the factor $1/4$. To see how uncertain that factor is, put $n$ half-waves into a box of length $L$ and replace $1/z$ by $2/L$, the inverse of the mean distance. Then
\begin{equation}
E_n(L)\simeq\frac{\pi^2n^2C}{L^2}-\frac{2A}{L},\qquad
L=\frac{\pi^2n^2C}{A},\qquad
E_n\simeq-\frac{A^2}{\pi^2n^2C}.
\label{box}
\end{equation}
For $n=1$ this is $-0.34$ eV. The estimates agree on an energy of some tenths of an electronvolt, and the second suggests a $1/n^2$ series. Neither establishes the coefficient.

\section{The exact solution}

\subsection{Scaled equation and boundary condition}

The potential does not depend on the coordinates along the surface. That motion is free and adds $\hbar^2k_\parallel^2/2m$ to the energy. The normal motion obeys $-C\,d^2\psi/dz^2-(A/z)\psi=E\psi$. Define
\begin{equation}
a=\frac{2C}{A},\qquad R=\frac{C}{a^2}=\frac{A^2}{4C},\qquad
\zeta=\frac{z}{a},\qquad E=-R\kappa^2 .
\end{equation}
Division by $R$ turns the potential coefficient into $Aa/C=2$. With primes for derivatives with respect to $\zeta$,
\begin{equation}
\psi''=W\psi,\qquad W=\kappa^2-\frac{2}{\zeta}.
\label{ode}
\end{equation}
In terms of the Bohr radius $a_0$ and the Rydberg energy $\mathrm{Ry}$, $C=\mathrm{Ry}\,a_0^2$ and $A=\mathrm{Ry}\,a_0/2$. Hence $a=4a_0=0.2117$ nm and $R=\mathrm{Ry}/16$.

Near the surface one solution behaves as $\zeta$, the other as $1-2\zeta\ln\zeta$. Both are square integrable there, so normalisation alone does not choose between them. The hard wall excludes the second.

\subsection{Quantisation}

For $E<0$ take $\kappa>0$ and write $\psi=\zeta e^{-\kappa\zeta}f(\zeta)$. The prefactor $g=\zeta e^{-\kappa\zeta}$ has
\begin{equation}
g'=(1-\kappa\zeta)e^{-\kappa\zeta},\qquad
g''=(\kappa^2\zeta-2\kappa)e^{-\kappa\zeta}.
\end{equation}
Insert $\psi''=g''f+2g'f'+gf''$ into (\ref{ode}) and divide by $e^{-\kappa\zeta}$. The terms $\pm\kappa^2\zeta f$ cancel, leaving
\begin{equation}
\zeta f''+(2-2\kappa\zeta)f'+(2-2\kappa)f=0.
\end{equation}
With $f=\sum_k c_k\zeta^k$ and $c_0=1$, the coefficient of $\zeta^k$ gives
\begin{equation}
[k(k+1)+2(k+1)]c_{k+1}=[2\kappa k+2\kappa-2]c_k,
\end{equation}
or
\begin{equation}
c_{k+1}=\frac{2[\kappa(k+1)-1]}{(k+1)(k+2)}\,c_k .
\label{rec}
\end{equation}

Suppose that the series never ends. For large $k$ all coefficients have one sign, and $(k+1)c_{k+1}/c_k$ tends to $2\kappa$. Choose any $b$ between $\kappa$ and $2\kappa$. Beyond some index the ratio exceeds $b/(k+1)$, the ratio of the series for $e^{b\zeta}$. Apart from a polynomial, $|f|$ then grows at least as a constant times $e^{b\zeta}$, and $|\psi|$ at least as $\zeta e^{(b-\kappa)\zeta}$. Such a state is not bound. For $\kappa=2/3$, for example, $|\psi|$ grows by a factor of about $6.9\times10^3$ between $\zeta=15$ and $\zeta=30$.

The series must therefore end. By (\ref{rec}) this requires $\kappa n=1$ for a positive integer $n$, so that
\begin{equation}
E_n=-\frac{R}{n^2}=-\frac{\mathrm{Ry}}{16\,n^2}
=-\frac{0.8504\ \text{eV}}{n^2},\qquad n=1,2,3,\ldots
\label{levels}
\end{equation}
The ground-state energy is $-850.4$ meV. The recurrence gives $f=1$ for $n=1$ and $f=1-\zeta/2$ for $n=2$. Using $\int_0^\infty\zeta^p e^{-s\zeta}d\zeta=p!/s^{p+1}$ to normalise,
\begin{equation}
\psi_1=\frac{2}{\sqrt a}\,\zeta e^{-\zeta},\qquad
\psi_2=\frac{1}{\sqrt{2a}}\,\zeta\left(1-\frac{\zeta}{2}\right)e^{-\zeta/2}.
\end{equation}

\subsection{Mean distance, and the absence of bound states at $E\ge0$}

For a real solution of (\ref{ode}) and a smooth function $g(\zeta)$, now arbitrary, define
\begin{equation}
B=g\psi'^2-g'\psi\psi'+\left(\tfrac12g''-gW\right)\psi^2 .
\end{equation}
Differentiate and replace $\psi''$ by $W\psi$. The terms in $\psi'^2$ and $\psi\psi'$ cancel, and
\begin{equation}
B'=\left(\tfrac12g'''-2g'W-gW'\right)\psi^2,\qquad W'=\frac{2}{\zeta^2}.
\end{equation}
If $B$ vanishes at both ends, the integral of $B'$ is zero. For a bound state with $\psi(0)=0$ this holds for $g=\zeta$ and $g=\zeta^2$, which give
\begin{align}
2\kappa^2-2\langle1/\zeta\rangle&=0, &
\langle1/z\rangle&=\frac{1}{a\,n^2},\label{virial}\\
4\kappa^2\langle\zeta\rangle-6&=0, &
\langle z\rangle&=\tfrac32n^2a=6n^2a_0 .\label{mean}
\end{align}

The first relation also excludes normalisable states with $E\ge0$. There $\kappa^2\le0$, whereas $\langle1/\zeta\rangle$ is positive. The end term at infinity causes no difficulty: $\psi$ and $\psi'$ are square integrable there, so $\zeta(\psi^2+\psi'^2)$ must approach zero along some sequence of distances, and $B$ with it.

\section{Comparison of estimate and solution}

The estimate (\ref{scale}) gave the exact ground-state energy. The reason can be found by taking $\psi\propto z e^{-z/L}$ with $L$ free. Its normalisation factor is $2L^{-3/2}$, and with $x=z/L$,
\begin{align}
C\int_0^\infty\left(\frac{d\psi}{dz}\right)^2dz
&=\frac{4C}{L^2}\int_0^\infty(1-x)^2e^{-2x}dx=\frac{C}{L^2},\\
\langle1/z\rangle&=\frac4L\int_0^\infty x\,e^{-2x}dx=\frac1L .
\end{align}
For this family both factors set to one in (\ref{scale}) really are one, and the family contains the true ground state at $L=a$. The length $L$ is not the mean distance, which is $3a/2$.

The box estimate (\ref{box}) has the correct dependence on $n$, but its energies are $4/\pi^2\simeq0.41$ times the exact ones. For $n=1$ its error has a definite sign. The mean of $1/z$ is at least the inverse of the mean of $z$, so the estimate lies above the true energy of the box wave, which in turn lies above the ground state by the variational principle.

The exact energies for $n=1$ to $4$ are $-0.850$, $-0.213$, $-0.094$ and $-0.053$ eV, with mean distances of 0.32, 1.27, 2.86 and 5.08 nm. A finite-difference solution with a step of 0.0025 nm in a region of 20 nm gives $-0.85033$ eV for the first level, against $-0.85036$ eV from (\ref{levels}). In this model the electron is entirely outside the metal, and its mean distance grows as $n^2$. The first level is the most exposed to the surface details that the model omits.

\section{A less ideal metal surface}

\subsection{Finite screening length}

A Thomas--Fermi metal screens over a length $\lambda$: inside it, $\nabla^2\phi=\phi/\lambda^2$. Consider a surface Fourier component of wave number $k$. Between the metal and the charge it is proportional to $e^{kz}+re^{-kz}$, and inside to $te^{Kz}$ with $K^2=k^2+\lambda^{-2}$. Continuity of the potential and of its slope gives
\begin{equation}
1+r=t,\qquad k(1-r)=Kt,\qquad r=\frac{k-K}{k+K}.
\end{equation}
The reflected components summed at the electron, with the factor $1/2$ for an induced potential, give
\begin{equation}
V_\lambda(z)=-2A\int_0^\infty\frac{K-k}{K+k}\,e^{-2kz}\,dk .
\end{equation}
For $\lambda\to0$ the fraction is one and $-A/z$ returns. In general put $k\lambda=\sinh u$, so that $K\lambda=\cosh u$ and the fraction is $e^{-2u}$. Since $0<u<k\lambda$, it lies between $e^{-2k\lambda}$ and 1, and
\begin{equation}
-\frac{A}{z}<V_\lambda(z)<-\frac{A}{z+\lambda}.
\end{equation}
By the variational principle the levels are ordered in the same way.

Take $\lambda=0.05$ nm, a rough value for a good metal, and keep the hard wall at $z=0$. The first three levels become $-0.540$, $-0.167$ and $-0.080$ eV. The first is raised by 0.31 eV, or 37\% of its ideal binding energy. Written as $E_n=-R/(n+\delta_n)^2$, the levels have $\delta_n$ between 0.255 and 0.259, so one nearly constant quantum defect describes all three.

The sign and size of this shift belong to the model. At large $z$, $V_\lambda$ approaches $-A/(z+\lambda)$: the sharp-edged Thomas--Fermi metal puts the image plane a distance $\lambda$ inside the wall. In a self-consistent jellium surface the electrons spill out, and for a similar density the image plane lies about 0.075 nm outside the edge of the positive background. For a real surface the shift depends on where the reflecting plane lies relative to the image plane.

\subsection{A softer wall}

A real wave function also enters the metal. As a simple stand-in, replace the infinite wall by one 10 eV above vacuum and keep $\lambda=0.05$ nm. The levels fall to $-0.841$, $-0.212$ and $-0.094$ eV. For these inputs the two corrections almost cancel. This is a property of the chosen pair of values, not evidence that the ideal model is accurate to 0.01 eV.

On noble-metal surfaces the measured binding energy of the first image state is roughly 0.5 to 0.8 eV, depending on the metal and the crystal face. The ideal value of 0.85 eV has the right size and is close to the upper end of that range. A real surface is not a hard wall: reflection comes from a band gap, with a phase that depends on energy. Where no gap exists at the energy and parallel momentum of the level, the electron can leak into the metal and the level is at best a resonance.

\subsection{Field, temperature and lifetime}

A field that pushes the electron towards the metal adds $eFz$, with the zero of this term at the surface. To first order the shift is $eF\langle z\rangle=6eFn^2a_0$. For 0.1 MV/cm, which is 0.01 V/nm, this gives 3.2, 12.7 and 28.6 meV for $n=1,2,3$. The full shifts are 3.2, 12.5 and 27.1 meV, so for $n=3$ the first-order value is about 5\% too large relative to the full shift. A field of the opposite sign lowers the potential without limit at large $z$. Levels below the resulting barrier top can then decay by tunnelling, and electrons at higher energies can escape over it.

With a rough work function of 4.6 eV, the ideal first level lies $4.6-0.85=3.75$ eV above the Fermi level. At 300 K its thermal occupation is about $10^{-63}$, so heat does not populate it. The thermal energy is 25.9 meV, and the spacing to the next level first falls below this at $n=4$.

A rough lifetime of 30 fs for the first state gives a width $\hbar/\tau=22$ meV, small beside the first spacing of 0.638 eV. That spacing is also about 0.11 of a rough surface-plasmon energy $\hbar\omega_s=6$ eV, so the image can follow the electron at large distance. The correction near the surface is nevertheless not small, because the recoil length $\sqrt{C/\hbar\omega_s}\simeq0.08$ nm is comparable with $a$ and larger than $\lambda$. For a dispersionless surface plasmon, recoil along the surface alone multiplies each component $e^{-2kz}$ of the ideal image by $\hbar\omega_s/(\hbar\omega_s+Ck^2)$, and with the hard wall this raises the first level to about $-0.70$ eV.

\section{The semiconductor side of a contact}

Now let a semiconductor of relative permittivity $\varepsilon_r$ fill $z>0$, with effective mass $m^*=\mu m$ normal to the contact. The metal is again ideal and the wall hard. Energies are measured from the conduction-band edge at the contact without the image term. The replacements $A\to A/\varepsilon_r$ and $C\to C/\mu$ give a field-free first level $-R\mu/\varepsilon_r^2$. For $\varepsilon_r=11.7$ and $\mu=0.9$ it is $-5.6$ meV, already smaller than the thermal energy at 300 K.

In the depletion layer of an n-type semiconductor the field pulls the electron away from the metal:
\begin{equation}
V(z)=-\frac{A}{\varepsilon_rz}-eFz,\qquad
z_m=\sqrt{\frac{A}{\varepsilon_reF}},\qquad
V_m=-2\sqrt{\frac{AeF}{\varepsilon_r}} .
\end{equation}
Here $z_m$, where $V'=0$, is the barrier top. To ask whether the well can hold a level below the top, replace the potential beyond $z_m$ by the constant $V_m$. Let $U=(\mu/C)(V_m-V)\ge0$ inside the well, and let $u''=-Uu$ with $u(0)=0$, $u'(0)=1$. While $u$ is positive it is concave, so $u\le z$ and
\begin{equation}
u'(z)\ge1-S,\qquad S=\int_0^{z_m}zU\,dz .
\end{equation}
If $S<1$, $u$ keeps rising and has no further node. Suppose that a bound state nevertheless existed at some $E<V_m$. The lowest one, $\psi$, can be taken positive, and it obeys $\psi''=(q^2-U)\psi$ with $q^2=(\mu/C)(V_m-E)>0$. Then $(\psi u'-u\psi')'=-q^2u\psi$. The bracket vanishes at $z=0$ and at infinity, where $\psi$ decays exponentially and $u$ grows only linearly, so the integral of the right side must be zero. But the right side is negative everywhere, so there is no such state. With $A/\varepsilon_r=eFz_m^2$,
\begin{equation}
S=\frac{\mu eF}{C}\int_0^{z_m}(z_m^2+z^2-2z_mz)\,dz
=\frac{\mu eFz_m^3}{3C}=\frac{\mu Az_m}{3\varepsilon_rC}.
\end{equation}

For a depletion field of 0.1 MV/cm, a rough typical size, $z_m=1.75$ nm, $V_m=-35$ meV and $S=0.43$. The well, continued by a constant beyond its top, binds no image level. In the falling potential no sharp level remains either: the lowest resonance lies near $-29$ meV, above the top, with a width of about 39 meV. At the same permittivity and field, a lighter mass reduces $S$ further. What remains of the image force for these inputs is a barrier lowering of 35 meV. The conclusion is not general: $S$ varies as $\mu\,\varepsilon_r^{-3/2}$, and for $\varepsilon_r=3$, $\mu=1$ at the same field $S=3.6$ and the flat-topped well does bind a level.

At fixed permittivity and mass $S$ varies as $F^{-1/2}$, so the argument excludes a level for fields above about $0.425^2\times0.1\simeq0.018$ MV/cm. Below that it does not decide; integrating the equation for $u$ shows that the first level appears at $S\simeq1.59$, near 0.007 MV/cm. At one thousandth of the original field $S=13.4$, and the well holds two levels, the lower 4.5 meV below the top. If the field stayed uniform out to about 560 nm, this level would be quasi-bound, with extremely slow tunnelling into the semiconductor. In a real contact so weak a field means nearly flat bands: at 300 K and donor densities of $10^{14}$ cm$^{-3}$ or more, the total band bending is less than the 5.6 meV binding energy. The level then lies below the bulk band edge and cannot tunnel out, although heat empties it easily. These statements assume a hard wall, a uniform field across the well and a static permittivity down to nanometre distances. The wall is a strong idealisation: a contact metal generally has states at these energies, into which the electron can escape. Most of the computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hbar^2/2m = 0.038100 eV nm^2
image strength A = 0.359991 eV nm
Rydberg energy = 13.60569 eV; Bohr radius = 0.052918 nm
image length 4 a0 = 0.21167 nm
image Rydberg Ry/16 = 0.85036 eV = 850.36 meV
n=1: E formula -0.85036 eV, grid -0.85033 eV
n=1: <z> formula 0.3175 nm, grid 0.3175 nm
n=2: E formula -0.21259 eV, grid -0.21259 eV
n=2: <z> formula 1.2700 nm, grid 1.2700 nm
n=3: E formula -0.09448 eV, grid -0.09448 eV
n=3: <z> formula 2.8576 nm, grid 2.8576 nm
n=4: E formula -0.05315 eV, grid -0.05315 eV
n=4: <z> formula 5.0801 nm, grid 5.0801 nm
unended series, kappa=2/3: |psi(30)/psi(15)| = 6.92e+03
INPUT screening length = 0.05 nm
screened potential at the wall = -9.600 eV
n=1: screened E = -0.5398 eV, defect = 0.2551
n=1: E in -A/(z+lambda) = -0.5373 eV
n=2: screened E = -0.1667 eV, defect = 0.2584
n=2: E in -A/(z+lambda) = -0.1663 eV
n=3: screened E = -0.0801 eV, defect = 0.2591
n=3: E in -A/(z+lambda) = -0.0799 eV
INPUT soft-wall height above vacuum = 10.0 eV
n=1: screened, soft wall E = -0.8408 eV
n=2: screened, soft wall E = -0.2118 eV
n=3: screened, soft wall E = -0.0943 eV
INPUT field = 0.10 MV/cm = 0.010 V/nm
n=1: retarding-field shift = 3.171 meV, first order 3.175 meV
n=2: retarding-field shift = 12.536 meV, first order 12.700 meV
n=3: retarding-field shift = 27.118 meV, first order 28.576 meV
INPUT temperature = 300 K; kT = 25.85 meV
spacing n to n+1 first falls below kT at n = 4
INPUT work function = 4.6 eV
ideal n=1 above Fermi level = 3.750 eV
log10 thermal occupation of n=1 = -63.0
INPUT lifetime = 30 fs; width = 21.9 meV
INPUT surface-plasmon energy = 6.0 eV
spacing 1-2 = 0.6378 eV; over plasmon = 0.106
INPUT semiconductor eps_r = 11.7, mass = 0.9 m_e
semiconductor n=1 without field = -5.591 meV
depletion barrier top: z = 1.754 nm, E = -35.08 meV
well strength S below the top = 0.425 (no state if below 1)
well strength S at field/1000 = 13.44
lowest level minus top at field/1000 = -4.523 meV
\end{verbatim}
